# Nonlocal Electron Kinetics: When the Isotropic Distribution Depends on Total Energy Alone

To compute an excitation rate in a low-pressure discharge one must first decide what the electron distribution is a function of. If it follows the local heating field, rates can be tabulated against that field and looked up point by point. If it follows the total energy, the table is useless, but a single equation for the whole gap replaces a problem in two variables. The choice depends on how far an electron diffuses before its energy changes appreciably, compared with the width of the region it can reach.

Consider a slab gap, $-L/2<x<L/2$, with a static electron potential energy $U(x)$ that has one minimum and rises towards both walls. A transverse oscillating field of rms strength $E(x)$ heats the electrons. Let $w=mv^2/2$ be the kinetic energy and $\varepsilon=w+U(x)$ the total energy. The electrons considered are trapped: $\varepsilon$ lies below $U$ at the walls, so they turn back at points $x_\pm(\varepsilon)$ where $w=0$. Wall loss, ionization, electron-electron collisions, the thermal motion of the gas and the magnetic force of the oscillating field are left out.

Let the momentum-transfer collision frequency be $\nu(w)$ and the mean free path $v/\nu$. When this path is much shorter than the gap and most collisions change direction rather than energy, the distribution is nearly isotropic. Apart from the response to the oscillating field, it is then $f=f_0+\mu f_1$, where $\mu=\cos\theta$ is measured from the $x$ axis. In the steady state, motion in the static potential contributes

$$v\mu\,\partial_x f-\frac{U'}{m}\left[\mu\,\partial_v f+\frac{1-\mu^2}{v}\,\partial_\mu f\right]$$

to the left side of the Boltzmann equation. Insert the expansion and average over $\mu$ from $-1$ to $1$. Odd powers vanish, $\mu^2$ averages to $1/3$ and $1-\mu^2$ to $2/3$, which leaves

$$\frac v3\partial_xf_1-\frac{U'}{3m}\left(\partial_vf_1+\frac{2f_1}{v}\right)
=\frac v3\partial_xf_1-\frac{U'}{3mv^2}\partial_v(v^2f_1). \tag{1}$$

Multiplying instead by $3\mu/2$ and integrating selects the part proportional to $\mu$. Collisions relax this part at the rate $\nu$, so

$$v\,\partial_xf_0-\frac{U'}{m}\partial_vf_0=-\nu f_1. \tag{2}$$

Now take $(x,\varepsilon)$ as variables. A derivative at fixed $v$ becomes $\partial_x+U'\partial_\varepsilon$, where $\partial_x$ from here on is taken at fixed $\varepsilon$, and $\partial_v=mv\,\partial_\varepsilon$. In (2) the two terms with $U'$ cancel:

$$f_1=-\frac v\nu\,\partial_xf_0. \tag{3}$$

Multiply (1) by $v$ and make the same change:

$$\frac{v^2}{3}(\partial_x+U'\partial_\varepsilon)f_1-\frac{U'}3\partial_\varepsilon(v^2f_1)
=\frac{v^2}{3}\partial_xf_1-\frac{U'}{3}f_1\,\partial_\varepsilon v^2 .$$

Since $v^2=2(\varepsilon-U)/m$, we have $-U'\partial_\varepsilon v^2=-2U'/m=\partial_xv^2$, and the right side is $\partial_x(v^2f_1/3)$. Let $S$ be the rate of change of $f_0$ due to collisions and transverse heating. With (3) and the diffusion coefficient $D=v^2/(3\nu)$, the balance is

$$-\partial_x\left(vD\,\partial_xf_0\right)=vS. \tag{4}$$

The static force has disappeared. It exchanges kinetic for potential energy and leaves $\varepsilon$ unchanged, so spatial transport connects points of equal total energy.

The heating part of $S$ follows from the same kind of projection. The transverse force is $F_t=-\sqrt2\,eE\cos\omega t$, and it produces an anisotropic part $f_t$, multiplied by the cosine of the angle to the field, that obeys

$$\partial_tf_t+\frac{F_t}{m}\partial_vf_0=-\nu f_t .$$

Here $f_0$ is treated as constant during a period, which requires $\omega$ to be large compared with the rate of energy change. Put $f_t=a\cos\omega t+b\sin\omega t$. The sine terms give $b=\omega a/\nu$, and the cosine terms give $\omega b+\nu a=(\sqrt2eE/m)\,\partial_vf_0$. Hence

$$a=\frac{\sqrt2\,eE\,\nu}{m(\nu^2+\omega^2)}\,\partial_vf_0,\qquad
\overline{F_tf_t}=-\frac{eE\,a}{\sqrt2}=-\frac{e^2E^2\nu}{m(\nu^2+\omega^2)}\,\partial_vf_0 .$$

By analogy with the force term of (1), heating puts $-\partial_v(v^2\,\overline{F_tf_t})/(3mv^2)$ into $S$. Multiplying by $v$ and using $\partial_v=mv\,\partial_\varepsilon$ twice gives $\partial_\varepsilon(vD_\varepsilon\partial_\varepsilon f_0)$, where

$$D_\varepsilon=\frac{e^2E^2v^2\nu}{3(\nu^2+\omega^2)}. \tag{5}$$

An elastic collision through angle $\chi$ with a heavy atom at rest transfers momentum $q$, with $q^2=2m^2v^2(1-\cos\chi)$. The electron loses $q^2/2M=(2m/M)w(1-\cos\chi)$. The factor $1-\cos\chi$ is the one contained in the momentum-transfer frequency, so the loss rate is $V=(2m/M)\nu w$. Because $v^2dv=v\,dw/m$, the number of electrons per unit energy is proportional to $vf_0$, and this loss is a downward energy flux $vVf_0$. An excitation of threshold $w^*$ and frequency $\nu^*(w)$ removes an electron at $\varepsilon$ and returns it at $\varepsilon-w^*$ in the same place. Altogether

$$vS=\partial_\varepsilon\left[v(D_\varepsilon\partial_\varepsilon f_0+Vf_0)\right]-v\nu^*(w)f_0(x,\varepsilon)
+v'\nu^*(w')f_0(x,\varepsilon+w^*), \tag{6}$$

where $w'=w+w^*$ and $v'$ is the corresponding speed.

Let $\nu_\varepsilon$ be the fastest rate at which $S$ changes the distribution at a given energy. The candidates are $2m\nu/M$ for recoil, $\nu^*$ for excitation, and $D_\varepsilon/T^2$ for heating, where $T=-f_0/\partial_\varepsilon f_0$ is the energy over which $f_0$ falls. In the tail, where $w\gg T$, recoil acts faster than $2m\nu/M$, at about $V/T=(2m\nu/M)(w/T)$. The energy relaxation length is $\lambda_\varepsilon=\sqrt{D/\nu_\varepsilon}$. With $x=(L/2)\xi$, equation (4) reads

$$-\partial_\xi(vD\,\partial_\xi f_0)=\frac{L^2}{4}\,vS .$$

The right side is smaller than the natural size of the left by the factor $(L/2\lambda_\varepsilon)^2$. Expand $f_0=f^{(0)}+f^{(1)}+\dots$ in this factor. At leading order $\partial_x(vD\,\partial_xf^{(0)})=0$, so $vD\,\partial_xf^{(0)}$ is a constant $c$ along $x$. Near a turning point $v^2$ vanishes linearly, and for finite $\nu$ the product $vD\propto v^3$ vanishes as the distance to the power $3/2$. A nonzero $c$ would make $f^{(0)}$ diverge there and would carry electrons into a region they cannot enter. Therefore $c=0$ and

$$f_0(x,w)=F(\varepsilon)+O\!\left(\frac{L^2}{\lambda_\varepsilon^2}\right). \tag{7}$$

The condition that $\lambda_\varepsilon$ exceeds the gap is thus loose as it stands. The error is governed by a squared ratio, the relevant width is the one accessible at energy $\varepsilon$, and the inequality must hold at each energy that matters for the quantity wanted. The argument also needs a connected accessible region. If a barrier separates two wells, it gives one constant for each well at energies below the barrier, and the two need not agree.

Leading order does not determine $F$. At the next order the left side of (4) is $-\partial_x(vD\,\partial_xf^{(1)})$, whose integral from $x_-$ to $x_+$ vanishes because no flux passes the turning points. The right side must then satisfy $\int vS[F]\,dx=0$. Define integrals over the accessible region,

$$A=\int vD_\varepsilon\,dx,\qquad C=\int vV\,dx,\qquad B=\int v\nu^*\,dx ,$$

all functions of $\varepsilon$. The limits $x_\pm$ move with energy, but the boundary terms from taking $d/d\varepsilon$ outside the integral contain $vD_\varepsilon$ and $vV$ at $w=0$, which vanish as $v^3$. In the last term of (6), the region accessible at $\varepsilon$ is $U<\varepsilon$. This is the region where an electron of total energy $\varepsilon+w^*$ has kinetic energy above threshold, so the integral is $B(\varepsilon+w^*)$. The result is

$$\frac{d}{d\varepsilon}\left(A\frac{dF}{d\varepsilon}+CF\right)=B(\varepsilon)F(\varepsilon)-B(\varepsilon+w^*)F(\varepsilon+w^*). \tag{8}$$

Integrate from $\varepsilon$ to the top of the well, taking zero energy flux and no electrons beyond it. The two integrals on the right overlap except on an interval of length $w^*$:

$$-A\frac{dF}{d\varepsilon}=CF+\int_\varepsilon^{\varepsilon+w^*}BF\,d\varepsilon'. \tag{9}$$

Given a positive value of $F$ at the top, (9) can be integrated downward, since its right side involves $F$ only at $\varepsilon$ and above. Such an equation has one solution. Both terms on the right are nonnegative, so $F$ grows on the way down and stays positive. The normalization is the one free constant.

Integrating (9) over all energies gives the power balance. Each $\varepsilon'$ in the double integral is counted over an interval $w^*$, without truncation at the bottom because $B=0$ below $w^*$. Hence

$$-\int A\frac{dF}{d\varepsilon}d\varepsilon=\int CF\,d\varepsilon+w^*\int BF\,d\varepsilon: \tag{10}$$

heating equals recoil loss plus excitation loss.

A special case shows what the approximation does and does not change. Without excitation, and with uniform $E$ and constant $\nu$, the ratio $D_\varepsilon/V$ is a constant,

$$T_0=\frac{e^2E^2M}{3m^2(\nu^2+\omega^2)},$$

and (9) gives $F\propto e^{-\varepsilon/T_0}$. This function makes $S$ vanish at every point and does not depend on $x$ at fixed $\varepsilon$, so it solves (4) for any $L$. Local and nonlocal descriptions then coincide. In general they separate when the field varies in space, when $\nu$ depends on $w$, or when excitation acts. An exception to the second case is $\omega\gg\nu$, where $D_\varepsilon/V$ is again independent of $w$.

The first correction follows by integrating (4) once from the left turning point:

$$\partial_xf^{(1)}=-\frac1{vD}\int_{x_-}^{x}vS[F]\,dx'. \tag{11}$$

At a small distance $s$ from the turning point, the heating and recoil terms in $vS$ behave as $s^{1/2}$, and the excitation loss is zero because $w<w^*$. If $\nu^*$ rises linearly from threshold, the return term behaves as $s$. The integral is then of order $s^{3/2}$, the same as $vD$, and the gradient stays finite. At fixed $\xi$, differences of $f^{(1)}$ across the gap scale as $L^2$.

In the opposite limit of a wide gap, the left side of (4) is negligible and $S=0$ must hold at each $x$ separately. The condition $L\gg\lambda_\varepsilon$ is not enough for this. For a distribution that follows $w$, the derivative at fixed $\varepsilon$ contains $U'$, so the length $T/|U'|$ must also be large compared with $\lambda_\varepsilon$. When heating is the fastest process this means $|U'|\ll eE$. The same integration that led to (9) applies, with $vD_\varepsilon$, $vV$ and $v\nu^*$ at one point in place of $A$, $C$ and $B$, and with $w$ as the variable. The shape of the distribution then follows the local field.

For a worked example take a model gas with $\nu=2\times10^9\ \mathrm{s^{-1}}$, $M/m=50000$, and $\nu^*=\nu_s(w-w^*)/w^*$ above $w^*=12$ eV, with $\nu_s=3\times10^6\ \mathrm{s^{-1}}$. The gap is $L=2$ cm, and $U=30\,\xi^2$ eV. The 13.56 MHz field decays from the left wall as $E=200\,e^{-(1+\xi)}$ V/m, which gives 73.6 V/m at the centre and 27.1 V/m at the right wall. With energies in eV and fields in V/m the factor $e^2$ in (5) drops out. Since $(\omega/\nu)^2\approx0.002$, $D_\varepsilon\approx E^2D$.

At $w=5$ eV the mean free path is 0.066 cm and $D=293\ \mathrm{m^2/s}$. The recoil rate is $2\nu m/M=8\times10^4\ \mathrm{s^{-1}}$, with relaxation length $\sqrt{293/(8\times10^4)}\ \mathrm m=6.05$ cm. The computed $F$ has $-F/F'=3.30$ eV at 5 eV, so the heating length at the centre is $T/E=3.30/73.6\ \mathrm m=4.48$ cm. At $w=15$ eV, $\nu^*=3\times10^6\times3/12=7.5\times10^5\ \mathrm{s^{-1}}$ and $D=879\ \mathrm{m^2/s}$, which gives an excitation length of 3.42 cm. An electron with $\varepsilon=15$ eV reaches $|\xi|=\sqrt{15/30}=0.71$, or 0.71 cm from the centre. Heating is faster still at this energy: between 10 and 20 eV the computed $F$ falls from $3.12\times10^{-2}$ to $2.55\times10^{-4}\ \mathrm{eV^{-3/2}}$, a mean slope energy of 2.1 eV, so the heating length at the centre is $2.1/73.6\ \mathrm m\approx2.9$ cm. With the central field the expansion parameter is about $(0.71/2.9)^2\approx0.06$, and the stronger field on the left raises it. This sets the scale of the error, not its size: in the full solution at 2 cm the largest pointwise deviation from $F$ is 0.7 per cent at 15 eV, 3 per cent at 20 eV and 8 per cent at 25 eV. The heating length at the left wall is 1.65 cm, shorter than the gap, but this uses the slope at 5 eV, and electrons of that total energy turn back at $|\xi|=0.41$.

The slope can be traced further. At the centre, recoil alone would give $T_0=E^2D/V=73.6^2\times293/(8\times10^4\times5)\approx4.0$ eV. Averaging the field over a symmetric accessible region raises this value, because $E^2\propto e^{-2\xi}$ averages to more than its central value. The lower computed slope energy of 3.30 eV must therefore come from the excitation integral in (9), the one term left that steepens $F$.

Between 1 and 5 eV, $F$ falls from 0.495 to 0.153 $\mathrm{eV^{-3/2}}$, a mean slope energy of $4/\ln(0.495/0.153)=3.4$ eV. Between 15 and 20 eV it falls from $4.00\times10^{-3}$ to $2.55\times10^{-4}\ \mathrm{eV^{-3/2}}$, and the slope energy is 1.8 eV. The power balance (10), per electron, is

$$5.235\times10^5=3.501\times10^5+1.734\times10^5\ \mathrm{eV/s},$$

so about a third of the power goes into excitation.

The density at any point is proportional to $\int\sqrt w\,F(w+U(x))\,dw$. Density and mean kinetic energy thus depend on position through $U$ alone, and for a symmetric well they are symmetric however lopsided the heating. At $\xi=\pm0.45$ the squared fields differ by a factor 6.05. The following values come from $F$, from the local condition $S=0$, and from a finite-volume solution of (4) and (6) in which $f_0$ is free to depend on both variables.

| Mean kinetic energy (eV) | $\xi=-0.45$ | $\xi=+0.45$ |
|---|---|---|
| Nonlocal, from $F$ | 3.77 | 3.77 |
| Full equation, $L=2$ cm | 3.78 | 3.76 |
| Local field | 5.98 | 2.38 |
| Full equation, $L=3000$ cm | 5.98 | 2.37 |

The last row is a mathematical check of the local limit, not a proposed discharge. The limit is approached slowly because the well depth is held at 30 eV. At 50 cm, about eleven heating lengths, the static field at these points is 108 V/m, comparable with the heating fields of 115 and 47 V/m, and the mean energies are still 5.25 and 3.01 eV. At the centre the nonlocal mean energy is 4.55 eV, higher than at the sides. An electron with kinetic energy $w$ away from the centre samples $F$ at $w+U$, where $F$ is steeper except close to the top of the well, so the mean energy falls as the potential rises. For an exponential $F$ it would be nearly uniform, except towards the walls, where the cutoff at the top of the well lowers it.

The excitation rate is more sensitive, since it uses the tail. The ratio of its values at $\xi=-0.45$ and $\xi=+0.45$ in the full solution is 1.0026, 1.0105 and 1.0424 for $L=0.5$, 1 and 2 cm. The excess over one grows about fourfold with each doubling, as (11) requires. At 5 cm the ratio is 1.28 and at 20 cm it is 9.5. A gap of 5 cm already exceeds the excitation length at 15 eV, and there the approximation misses a 28 per cent asymmetry. At 2 cm the total excitation rate agrees with the nonlocal value, $1.445\times10^4\ \mathrm{s^{-1}}$ per electron, to within about 0.1 per cent, a difference that includes the discretization error of the two grids. This is much better than the agreement in its distribution in space. The 0.5 cm gap is about four mean free paths wide at 15 eV, so it tests the reduction of (4) to (8) rather than the two-term expansion.

The distribution at a single energy can mislead. At $\varepsilon=9.9$ eV the ratio of $f_0$ at the same two points is 0.9994 for $L=2$ cm, slightly below one although the left side is heated more, and it is still 0.997 at 20 cm. Equation (11) explains why a small value can occur. In this symmetric well, recoil and excitation contribute equally on both sides when evaluated with $F$, and the first-order difference comes from the odd part of $E^2$. Its source is a derivative with respect to energy, $\partial_\varepsilon(vD_\varepsilon F')$: heating moves electrons upward in energy without creating any. It depletes low energies and fills high ones, so the source changes sign between them. The full solution shows this reversal, with a deficit on the heated side at 9.9 eV and an excess in the excitation rate, which at these points uses total energies above 18 eV. At 2 cm the ratio crosses one near 10.6 eV. At 20 cm, beyond the reach of (11), the crossing happens to lie close to 9.9 eV, while the ratio is 0.81 at 6.3 eV and 6.2 at 20 eV. Quadrature of (11) gives a left-right difference of $-0.0005$ relative to $F$ at 2 cm, against $-0.0006$ in the full solution. At 0.5 cm the two were tested to agree within 5 per cent.

The remaining limits concern what was left out. The field profile of the example is imposed, not derived. As a skin depth, a 1 cm decay at this $\nu$ and $\omega$ would need a density near $10^{19}\ \mathrm{m^{-3}}$, where electron-electron collisions outpace every energy rate kept here. They fall below the recoil rate only at about $10^{16}\ \mathrm{m^{-3}}$ or less. The model gas also excites weakly, with $\nu^*/\nu\approx4\times10^{-4}$ at 15 eV against a value of order $10^{-2}$ for argon. With $\nu_s$ ten times larger the left-right excitation ratio at 2 cm is already 1.27, and with $\nu_s$ about sixty times larger it is about 3, so a real gas at this $\nu$ need not be nonlocal in its tail. Electrons above the wall potential escape, so their flux at the boundary is not zero and (8) needs a loss term. Here $F(30\ \mathrm{eV})/F(12\ \mathrm{eV})=5\times10^{-5}$, which suggests that closing the top of the well matters little, but a shallower well would require that term. If $U$ oscillates with the field, $\varepsilon$ is no longer conserved between collisions, and (4) does not apply as written. Within its conditions, the practical criterion is to evaluate $\lambda_\varepsilon$ at the energies that control the wanted rate, divide half the width accessible there by $\lambda_\varepsilon$, and require the square of this quotient to be small. The error scales with this square, but its prefactor depends on the profiles and on the quantity wanted, and can be well below one. The remaining values are in the numerical output below, where "max deviation from F" refers to $f_0$ averaged over the accessible region, for total energies between 1 and 20 eV, and not to the largest deviation at a single point.

## Computed results

```
gap L = 2.0 cm, well depth at walls = 30 eV
nu = 2.0e+09 1/s, atom/electron mass ratio = 50000
threshold = 12 eV, excitation scale = 3.0e+06 1/s
omega = 8.520e+07 rad/s
rms field: left wall 200, centre 73.6, right wall 27.1 V/m
heating ratio E^2(left)/E^2(right) at xi=-/+0.45: 6.05
w=5 eV: mean free path 0.066 cm, D 293 m^2/s, elastic length 6.05 cm
w=15 eV: mean free path 0.115 cm, D 879 m^2/s, elastic length 10.48 cm
excitation length at 15 eV: 3.42 cm
slope energy -F/F' at 5 eV: 3.30 eV
heating length at 5 eV: centre 4.48 cm, left wall 1.65 cm
F(1 eV) = 4.949e-01 eV^-3/2
F(5 eV) = 1.534e-01 eV^-3/2
F(10 eV) = 3.121e-02 eV^-3/2
F(15 eV) = 3.995e-03 eV^-3/2
F(20 eV) = 2.548e-04 eV^-3/2
F(30 eV)/F(12 eV) = 5.11e-05
heating power per electron: 5.235e+05 eV/s
elastic loss per electron: 3.501e+05 eV/s
excitation loss per electron: 1.734e+05 eV/s
excitation rate per electron: nonlocal 1.445e+04, full at 2 cm 1.444e+04 1/s
nonlocal mean kinetic energy: centre 4.55, xi=+/-0.45 3.77 eV
full at 2 cm: centre 4.55, left 3.78, right 3.76 eV
local theory: left 5.98, right 2.38 eV
full at 3000 cm: left 5.98, right 2.37 eV
density n(xi=0.45)/n(0): nonlocal 0.136, full at 2 cm left 0.136, right 0.136
left/right ratios at xi=-/+0.45; f0 taken at eps=9.9 eV:
L=0.5 cm: f0 ratio 1.0000, excitation ratio 1.0026, max deviation from F 0.07 %
L=1.0 cm: f0 ratio 0.9999, excitation ratio 1.0105, max deviation from F 0.07 %
L=2.0 cm: f0 ratio 0.9994, excitation ratio 1.0424, max deviation from F 0.37 %
L=5.0 cm: f0 ratio 0.9968, excitation ratio 1.2811, max deviation from F 2.65 %
L=20.0 cm: f0 ratio 0.9968, excitation ratio 9.4668, max deviation from F 32.61 %
log f0 ratio, 1 cm over 0.5 cm: 3.941
first correction at 0.5 cm, (left-right)/F: formula -0.00003, full -0.00004
first correction at 2 cm, (left-right)/F: formula -0.0005, full -0.0006
```
